Recovering the gold 4f doublet from a scalar-relativistic binding energy

**Problem**

A scalar-relativistic calculation leaves out spin-orbit coupling and gives one binding energy B for a core shell with quantum numbers n and l, where l ≥ 1. With spin-orbit coupling the shell has two levels, j = l + 1/2 and j = l − 1/2, separated by an energy Δ > 0. Suppose that Δ is known.

(a) Find the values of l·s in the two levels and their degeneracies.

(b) Express the two binding energies through B, Δ and l, to first order in spin-orbit coupling.

(c) Locate B relative to the weighted mean and to the midpoint of the two levels.

(d) For the 4f shell of a free gold atom a scalar-relativistic calculation gives B = 91.06 eV. Take Δ = 3.67 eV and find the binding energies of 4f7/2 and 4f5/2.

(e) Find how the result changes in second order, and judge the size of the error for gold.

Binding energies are positive and are measured from the vacuum level. The algebra is in atomic units, energies are given in eV and lengths in angstrom.

**Solution**

**What the scalar calculation leaves out**

Let an electron move in a central potential energy V(r). Its Dirac equation couples an upper component φ and a lower component η. With the rest energy subtracted,

V φ + c (σ·p) η = E φ,

c (σ·p) φ + (V − 2c²) η = E η,

where c is the speed of light and σ stands for the Pauli matrices. Write the lower component as η = (σ·p) χ/(2c). Since (σ·p)(σ·p) = p², the first equation becomes

V φ + (p²/2) χ = E φ.

Multiply the second equation from the left by (σ·p)/(2c):

(p²/2) φ + [(σ·p) V (σ·p)/(4c²) − p²/2] χ = E p²/(4c²) χ.

Spin now appears in one place, the product (σ·p) V (σ·p). The rule (σ·a)(σ·b) = a·b + iσ·(a×b) gives

(σ·p) V (σ·p) = p·V p + iσ·(p × V p).

In the last term p = −i∇ acts on V and on whatever follows. The part in which it acts on what follows contains p × p = 0. What remains is −i(∇V) × p, and i·(−i) = 1. For a central potential ∇V = (V′/r) r, with V′ = dV/dr, so that

(σ·p) V (σ·p) = p·V p + (V′/r) σ·l, with l = r × p.

Finally σ = 2s. After division by 4c² the spin-dependent term is

h(r) l·s, with h(r) = V′/(2c²r).

The scalar-relativistic equation used here is the pair of equations without this term. It keeps the other relativistic effects of the Dirac equation in the given potential. Other scalar-relativistic schemes may separate the spin-orbit term differently or make further approximations, so their values of B can differ. The angular argument below needs only a spin-orbit term of the form h(r) l·s.

**(a) Values of l·s and degeneracies**

The total angular momentum is j = l + s. Its square is

j² = l² + s² + 2 l·s,

because l and s act on different variables and commute. In a state with definite l, s = 1/2 and j, the squares have the values l(l + 1), 3/4 and j(j + 1). Hence

l·s = [j(j + 1) − l(l + 1) − 3/4]/2.

For j = l + 1/2,

j(j + 1) = (l + 1/2)(l + 3/2) = l² + 2l + 3/4.

Subtracting l² + l + 3/4 leaves l, so l·s = l/2.

For j = l − 1/2,

j(j + 1) = (l − 1/2)(l + 1/2) = l² − 1/4.

Subtracting l² + l + 3/4 leaves −l − 1, so l·s = −(l + 1)/2.

Each level has 2j + 1 states:

- j = l + 1/2: l·s = l/2, with 2l + 2 states
- j = l − 1/2: l·s = −(l + 1)/2, with 2l states

For an f shell, l = 3, the values are 3/2 for eight states and −2 for six states.

**(b) The binding energies**

In first order the energy change is the average of h(r) l·s over the scalar-relativistic state. The angular factor is known from part (a). The radial factor is a number common to both levels,

ζ = ∫ h(r) P(r)² dr,

where P is r times the radial part of χ, and the state is normalized with both components included. Near a nucleus V rises with r, so h is positive there, and ζ > 0 for the core shells considered here. The rule assumes that both levels share one P and one potential, those of the scalar calculation.

Let ε be the scalar orbital energy. Then

ε(l + 1/2) = ε + ζ l/2,

ε(l − 1/2) = ε − ζ (l + 1)/2.

Their difference is the splitting:

Δ = ζ l/2 + ζ (l + 1)/2 = ζ (2l + 1)/2.

Therefore ζ = 2Δ/(2l + 1). Inserting this gives the orbital shifts

ζ l/2 = lΔ/(2l + 1),

−ζ (l + 1)/2 = −(l + 1)Δ/(2l + 1).

A binding energy is the energy needed to remove the electron, B = −ε, if ε is taken in a potential suited to the ionization. Both signs are reversed:

B(l + 1/2) = B − lΔ/(2l + 1),

B(l − 1/2) = B + (l + 1)Δ/(2l + 1).

The level with the larger j is less strongly bound. In the level with the smaller j the spin-orbit term is attractive and adds to the binding.

The final state is assumed to have one hole in a shell that was closed before ionization. The hole is then labelled by the j of the missing electron. If it couples strongly to an open valence shell, the spectrum has more than two levels and a single Δ does not describe it. Gold has an open 6s shell. Its coupling to the 4f hole is left out here, because the calculation uses a spherical density without spin polarization.

Two limits show how the fractions behave. For a p shell the shifts are −Δ/3 and +2Δ/3, which is the most uneven division. For large l both fractions approach 1/2, because the two levels then contain nearly equal numbers of states. For l = 0 there is one level, j = 1/2, and l·s = 0, so there is nothing to split.

**(c) Weighted mean and midpoint**

Weight each shift by the number of states in its level:

(2l + 2)[−lΔ/(2l + 1)] + 2l[(l + 1)Δ/(2l + 1)]

= [−2l(l + 1) + 2l(l + 1)] Δ/(2l + 1) = 0.

In first order B is therefore the weighted mean of the two binding energies. The midpoint is different. Half the sum of the shifts is

(1/2)[−l + (l + 1)] Δ/(2l + 1) = Δ/[2(2l + 1)].

The midpoint lies above B by this amount. The larger group of states has the smaller shift, as a balance of weights requires.

The same relation can be used in reverse. If two levels are known and a scalar-relativistic calculation is to be compared with them, the quantity to form is

[(2l + 2) B(l + 1/2) + 2l B(l − 1/2)]/(4l + 2).

**(d) Gold 4f**

The value of B belongs to a definite model. The atom has the configuration 4f14 5d10 6s1, a point nucleus and a spherical density. Exchange is treated in the local-density approximation, and correlation is left out. The orbitals are expanded in Gaussian functions.

In this model the energy E of the atom changes with the charge q removed from the 4f shell as dE/dq = −ε(q). The reason is that the self-consistent energy is stationary under changes of the normalized orbitals, so only its explicit dependence on the 4f occupation N remains. Raising N by dN adds dN times the kinetic term of the 4f orbital and dN times the average of the self-consistent potential over its density, and the sum of these two is ε. Hence dE/dN = ε, and N = 14 − q reverses the sign. The energy for removing a whole electron is

B = ∫ from 0 to 1 of [−ε(q)] dq.

Slater's transition state replaces the integral by the value at its middle, q = 1/2. The calculated values of −ε are 79.87 eV at q = 0, 91.06 eV at q = 1/2 and 103.11 eV at q = 1. The middle value is the B of the problem. Simpson's rule gives

(79.87 + 4 × 91.06 + 103.11)/6 eV = 91.20 eV.

The two estimates of the integral differ by 0.14 eV. The large change of −ε with q shows why the orbital energy of the neutral atom would be a poor binding energy in this model: −ε at q = 0 is about 11 eV smaller than the transition-state value.

For l = 3 the denominator 2l + 1 is 7. The spin-orbit constant that corresponds to the given splitting is

ζ = 2 × 3.67 eV/7 = 1.049 eV.

The shifts of the binding energies are

4f7/2: −(3/7) × 3.67 eV = −1.573 eV,

4f5/2: +(4/7) × 3.67 eV = +2.097 eV.

Adding them to B = 91.063 eV gives

B(4f7/2) = 91.063 eV − 1.573 eV = 89.49 eV,

B(4f5/2) = 91.063 eV + 2.097 eV = 93.16 eV.

The difference is 3.67 eV, as it must be. The weighted mean returns the scalar value:

(8 × 89.490 + 6 × 93.160)/14 eV = 91.06 eV.

The midpoint is 91.33 eV, higher than B by 3.67 eV/14 = 0.26 eV.

The second decimal is kept to show the shifts. It is not a claim about the absolute accuracy of B. The finite Gaussian basis alone makes the 4f binding energies about 0.01 eV too large: at the basis-set limit of the model B is 91.05 eV, and the other two values of −ε, the Simpson value and the Dirac levels of part (e) are lower by about the same amount. With the Simpson value in place of the transition-state value, both levels would move up by 0.14 eV and their separation would stay the same. The model also omits correlation and describes a free atom. In a metal, binding energies are usually referred to the Fermi level, and the surroundings also change them. The two levels found here are therefore not predictions for a spectrum of gold metal.

An error in the splitting enters with the same fractions. If Δ is changed by δ, the 4f7/2 binding energy changes by −3δ/7 and the 4f5/2 binding energy by +4δ/7.

**(e) The second-order error**

For fixed l and j, l·s is a number. Call it m. The radial problem then contains the spin-orbit term as m h(r), and the two levels belong to the same family of equations with different values of m. Expanding the orbital energy to second order gives

ε(m) = ε + ζm − Cm².

The constant C describes the response of the radial functions to the spin-orbit term. It is the same for both levels, since the factor m has been taken out. In the energy it is the first sign that the assumption of one common radial function fails.

The second-order binding energy is −ε(m) = B − ζm + Cm². To find the shift D of the weighted mean, the mean of m² is needed:

[(2l + 2) l²/4 + 2l (l + 1)²/4]/(4l + 2)

= 2l(l + 1)[l + (l + 1)]/[4(4l + 2)]

= l(l + 1)/4.

The mean of m is zero by part (c). Hence

D = C l(l + 1)/4.

The splitting changes as well. With Δ₁ = ζ(2l + 1)/2 for its first-order value,

Δ = Δ₁ + C[(l + 1)² − l²]/4 = Δ₁ + C(2l + 1)/4.

Eliminating C connects the two corrections:

D = (Δ − Δ₁) l(l + 1)/(2l + 1).

Now suppose that the rule of part (b) is used with the true splitting Δ. Two levels with a given separation and given weights are fixed by their weighted mean. The true levels have the mean B + D, while the rule places them around B. Both recovered binding energies are therefore wrong by the same amount: the true values are higher by D. This statement does not depend on the second-order expansion, if D is defined as the true weighted mean minus B.

One part of D can be found by solving the full Dirac equation for both j levels in the potential that gave B, held fixed. Spin-orbit coupling in the other shells also changes the density, and with it the potential, in second order. For gold 4f this response lowers the weighted mean by roughly 0.1 eV. It is larger than the offset in the fixed potential and has the opposite sign, so the total error of the rule is also about 0.1 eV. The response is not part of the calculation described below, where D means the offset in the fixed potential. The Dirac binding energies are 89.418 eV for 4f7/2 and 93.297 eV for 4f5/2, with a splitting of 3.878 eV. With this splitting the rule gives

91.063 eV − (3/7) × 3.878 eV = 89.40 eV,

91.063 eV + (4/7) × 3.878 eV = 93.28 eV.

Both Dirac levels lie 0.018 eV higher, which is about 0.5 percent of the splitting. The first-order splitting is 3.868 eV, so the second-order relation predicts

D ≈ (12/7) × (3.878 − 3.868) eV ≈ 0.017 eV.

This agrees with the direct value within the rounding of the two splittings.

The numerical accuracy needs a remark. For a one-electron ion with the nuclear charge of gold, the 4f energies from the same basis differ from the closed-form Dirac energies by up to 0.023 eV. This is small compared with a binding energy of roughly 5 keV in that ion, but it is no smaller than D. The value of D is a difference between levels calculated in one basis, so errors common to them cancel. At the basis-set limit the scalar level and both Dirac levels are lower by about 0.01 eV, while the splitting stays at 3.878 eV and D at 0.018 eV. The safe reading is that D in the fixed potential is at most a few hundredths of an eV, far below the shifts themselves.

That is enough to confirm the assignment of the fractions. If 3/7 and 4/7 were exchanged, both levels would be placed too low by Δ/7, or 0.554 eV for the calculated splitting. Together with D the error in the fixed potential would be 0.572 eV, about thirty times the error of the correct rule there. The response of the potential makes this ratio smaller, but the exchanged fractions remain clearly worse.

The mean radii show the change of the radial functions directly:

- scalar 4f: 0.2617 angstrom
- 4f7/2: 0.2632 angstrom
- 4f5/2: 0.2596 angstrom

The two j levels differ by 1.4 percent of the scalar radius. The 4f5/2 function is the more compact one, in line with its attractive spin-orbit term. To first order the change of radius should be proportional to m, which means a ratio of 3/2 to −2. The calculated changes are +0.0015 and −0.0020 angstrom, in agreement with that ratio.

The prescribed splitting is 0.21 eV smaller than the one calculated in the fixed potential. Through the fractions 3/7 and 4/7 this changes the two levels by 0.09 eV and 0.12 eV. For gold 4f these changes are larger than the second-order offset found in the fixed potential, and similar in size to the effect of the potential's response. The rule transfers a splitting to a scalar calculation; it does not supply the splitting.

**A shell with stronger coupling**

The 2p shell of the same atom shows where the rule becomes less accurate. Its Dirac splitting in the same fixed potential, the one with half an electron removed from the 4f shell, is 1835 eV. For l = 1 the shifts are

2p3/2: −1835 eV/3 = −612 eV,

2p1/2: +2 × 1835 eV/3 = +1223 eV.

The weighted mean of the Dirac levels lies 70 eV above the scalar value. This offset belongs to the scalar equation used here; a different separation of the spin-orbit term can change it considerably. Here it is 3.8 percent of the splitting, compared with 0.5 percent for 4f, and 11 percent of the smaller shift. The rule still gives the order of the levels and the main part of their displacement, but an error of 70 eV is too large for an accurate prediction of line positions. In such a case the two j levels should be calculated directly with spin-orbit coupling included. In the fixed potential the 3d shell lies between these cases, with an offset of 0.75 eV for a splitting of 87 eV.

The relevant question is thus whether the full offset, including the response of the potential, is small compared with the accuracy wanted, and not just whether it is small compared with Δ. Apart from the estimate of that response and the values given for the basis-set limit, the calculated values used here are listed in the numerical output.

Values computed for the example and the checks

```
l.s for l=3, lowest and highest: -2.0 1.5
One-electron ion, largest 4f error: 0.02268 eV
Gold atom, local-density exchange, scalar-relativistic:
  minus 4f orbital energy, 0 removed: 79.866 eV
  minus 4f orbital energy, 0.5 removed: 91.063 eV
  minus 4f orbital energy, 1 removed: 103.108 eV
  4f binding energy, transition state: 91.063 eV
  4f binding energy, Simpson integral: 91.204 eV
Worked example, prescribed splitting:
  splitting: 3.67 eV
  spin-orbit constant 2*splitting/7: 1.049 eV
  shift of 4f7/2: -1.573 eV
  shift of 4f5/2: +2.097 eV
  binding energy 4f7/2: 89.490 eV
  binding energy 4f5/2: 93.160 eV
  weighted mean: 91.063 eV
  midpoint: 91.325 eV
  midpoint minus scalar value: 0.262 eV
Dirac test in the half-hole potential:
  Dirac 4f7/2: 89.418 eV, rule: 89.400 eV
  Dirac 4f5/2: 93.297 eV, rule: 93.279 eV
  computed 4f splitting: 3.878 eV
  first-order 4f splitting: 3.868 eV
  computed 4f spin-orbit constant: 1.105 eV
  error of rule, 4f7/2: +0.0180 eV
  error of rule, 4f5/2: +0.0180 eV
  4f7/2 error with swapped fractions: 0.572 eV
  4f mean radius, scalar: 0.26166 angstrom
  4f mean radius, 4f7/2: 0.26320 angstrom
  4f mean radius, 4f5/2: 0.25962 angstrom
Offset of Dirac weighted mean from scalar value:
  2p: splitting 1834.92 eV, offset +69.948 eV, ratio 3.81 percent
  3d: splitting 87.05 eV, offset +0.747 eV, ratio 0.86 percent
  4f: splitting 3.88 eV, offset +0.018 eV, ratio 0.46 percent
```
